# Gaussian and Pearson VII Implant Profiles: Kurtosis and the Deep Tail

## Problem

An implanted species has concentration $N(x)$ at depth $x$. Its dose $Q$, mean depth $R_p$ and straggle $\sigma$ (the standard deviation in depth) are known. Write

$$N(x)=\frac{Q}{\sigma}f(z),\qquad z=\frac{x-R_p}{\sigma},$$

where $f$ has unit area, zero mean and unit variance. The kurtosis is $\beta=\int z^4f\,dz$, so a Gaussian has $\beta=3$; no 3 is subtracted. Treat the profile as extending over the whole line until part (e).

Compare the Gaussian $g(z)=e^{-z^2/2}/\sqrt{2\pi}$ with a symmetric profile of kurtosis 4 from the Pearson family, whose members satisfy

$$(b_0+b_1z+b_2z^2)f'=(z-a)f .$$

(a) Find the symmetric Pearson profile for any $\beta>3$, and normalize it for $\beta=4$.

(b) Show that at equal $Q$, $R_p$ and $\sigma$ its concentration five straggles from the mean is about 120 times the Gaussian one.

(c) Where is the Pearson profile the higher of the two, and how do the doses beyond five straggles compare?

(d) Does kurtosis 4 by itself imply the factor found in (b)?

(e) Aluminium is implanted into n-type silicon carbide with $Q=1\times10^{14}\ \mathrm{cm^{-2}}$, $R_p=200$ nm and $\sigma=50$ nm. The donor concentration is $1\times10^{16}\ \mathrm{cm^{-3}}$. Find the concentrations at $z=5$ and the junction depths, and estimate how surface loss, skewness, channelling and diffusion change the comparison.

## Solution

### (a) The symmetric Pearson profile

Symmetry removes two coefficients. Replacing $z$ by $-z$, with $f$ even and $f'$ odd, turns the Pearson equation into

$$(b_0-b_1z+b_2z^2)f'=(z+a)f .$$

Subtracting this from the original gives $b_1zf'=-af$. If $b_1\ne0$, the solution is a pure power of $|z|$, which cannot have finite area over the whole line. Hence $b_1=0$, and then $a=0$. What remains is

$$(b_0+b_2z^2)f'=zf. \tag{1}$$

The moments fix $b_0$ and $b_2$. Multiply (1) by $z$ and integrate by parts. The left side becomes $-\int(b_0+3b_2z^2)f\,dz$, and the right side is the variance:

$$-b_0-3b_2=1 .$$

Multiplying by $z^3$ instead gives

$$-3b_0-5b_2\beta=\beta .$$

The boundary terms vanish if $|z|^5f\to0$, which is confirmed below. Inserting $b_0=-1-3b_2$ in the second condition yields $3+9b_2-5b_2\beta=\beta$, so

$$b_2=-\frac{\beta-3}{5\beta-9},\qquad b_0=-1-3b_2=-\frac{2\beta}{5\beta-9}.$$

Both are negative for $\beta>3$, so $b_0+b_2z^2$ has no real zero. Equation (1) is then integrated directly:

$$\ln f=\int\frac{z\,dz}{b_0+b_2z^2}=\frac{1}{2b_2}\ln\left(1+\frac{b_2}{b_0}z^2\right)+\text{constant}.$$

Therefore

$$f(z)=K\left(1+\frac{z^2}{A^2}\right)^{-m},\quad A^2=\frac{b_0}{b_2}=\frac{2\beta}{\beta-3},\quad m=-\frac1{2b_2}=\frac{5\beta-9}{2(\beta-3)}. \tag{2}$$

This is the Pearson VII form. Its tail falls as $|z|^{-2m}$ with $2m=5+6/(\beta-3)>5$, so the boundary terms do vanish. As $\beta\to3$, $A^2\to\infty$ while $m/A^2=(5\beta-9)/(4\beta)\to1/2$, and (2) becomes a Gaussian.

For $\beta=4$, $A^2=8$ and $m=11/2$. To normalize, put $z=\sqrt8\tan\theta$, so that $1+z^2/8=\sec^2\theta$ and $dz=\sqrt8\sec^2\theta\,d\theta$. Then put $s=\sin\theta$:

$$\int_{-\infty}^{\infty}\left(1+\frac{z^2}{8}\right)^{-11/2}dz=\sqrt8\int_{-\pi/2}^{\pi/2}\cos^9\theta\,d\theta=\sqrt8\int_{-1}^{1}(1-s^2)^4ds .$$

Expanding the polynomial,

$$\int_{-1}^{1}(1-s^2)^4ds=2\left(1-\frac43+\frac65-\frac47+\frac19\right)=\frac{256}{315}.$$

Thus

$$f(z)=\frac{315}{256\sqrt8}\left(1+\frac{z^2}{8}\right)^{-11/2}. \tag{3}$$

The same substitution verifies the moments:

$$\int z^2f\,dz=\frac{315}{256}\,8\int_{-1}^{1}s^2(1-s^2)^3ds=\frac{315}{256}\cdot8\cdot\frac{32}{315}=1,$$

$$\int z^4f\,dz=\frac{315}{256}\,64\int_{-1}^{1}s^4(1-s^2)^2ds=\frac{315}{256}\cdot64\cdot\frac{16}{315}=4 .$$

### (b) The ratio at five straggles

Because $Q/\sigma$ is common to both profiles, the concentration ratio is $R(z)=f(z)/g(z)$. Its prefactor is

$$\frac{315\sqrt{2\pi}}{256\sqrt8}=\frac{315\sqrt\pi}{512},$$

since $\sqrt{2\pi}/\sqrt8=\sqrt\pi/2$. Hence

$$R(z)=\frac{315\sqrt\pi}{512}\,e^{z^2/2}\left(1+\frac{z^2}{8}\right)^{-11/2}. \tag{4}$$

At $z=5$, $1+25/8=33/8$, and

$$R(5)=\frac{315\sqrt\pi}{512}\,e^{25/2}\left(\frac{8}{33}\right)^{11/2}
\approx1.0905\times(2.683\times10^5)\times(4.123\times10^{-4})\approx120.6 .$$

This is the required factor of about 120. Nearly all of it comes from the competition between an exponential of $z^2$ and a power law; the normalization contributes 9%.

The local slopes show the same thing. For the Gaussian, $-d\ln g/dz=z$, which is 5 at this point. For the Pearson profile,

$$-\frac{d\ln f}{dz}=\frac{11z}{8+z^2},$$

which is $55/33=5/3$. The Gaussian is falling three times as steeply on a logarithmic scale, so the ratio is still growing rapidly: it is 7.7 at $z=4$ and about 6070 at $z=6$. A statement of the ratio therefore needs its distance from the mean.

### (c) Crossings and tail dose

Differentiating the logarithm of (4),

$$\frac{d\ln R}{dz}=z-\frac{11z}{8+z^2}=\frac{z(z^2-3)}{z^2+8}.$$

For positive $z$, the ratio falls from $R(0)=1.0905$ to a minimum of 0.848 at $z=\sqrt3$, then rises without limit. It equals 1 at $|z|=0.722$ and $|z|=2.433$. The Pearson profile is consequently higher in the centre, lower on the two shoulders, and higher again in the tails. Equal area and equal variance are maintained by this exchange: the shoulders supply what the centre and the tails gain.

For the dose fraction beyond $z$, use the substitution of part (a), now with $s=z/\sqrt{8+z^2}$ as the lower limit:

$$\int_z^\infty f\,dz'=\frac{315}{256}\int_s^1(1-t^2)^4dt
=\frac12-\frac{315}{256}\left(s-\frac{4s^3}{3}+\frac{6s^5}{5}-\frac{4s^7}{7}+\frac{s^9}{9}\right).$$

At $z=5$ this is $1.154\times10^{-4}$, against $2.867\times10^{-7}$ for the Gaussian. The doses differ by a factor of about 403, more than the concentrations do. The reason is that

$$\frac{\int_5^\infty f\,dz}{\int_5^\infty g\,dz}=\frac{\int_5^\infty R\,g\,dz}{\int_5^\infty g\,dz}$$

is an average of $R$ over the region beyond $z=5$, where $R$ exceeds $R(5)$ throughout.

### (d) Kurtosis alone does not fix the tail

One counterexample is enough. Consider

$$h(z)=g(z)\left[1+\frac{z^4-6z^2+3}{24}\right].$$

It is positive, because $z^4-6z^2+3=(z^2-3)^2-6\ge-6$ makes the bracket at least $3/4$. The Gaussian moments of order 0, 2, 4, 6 and 8 are 1, 1, 3, 15 and 105. The correction therefore adds $(3-6+3)/24=0$ to the area, $(15-18+3)/24=0$ to the variance and $(105-90+9)/24=1$ to the fourth moment. So $h$ is a symmetric density with unit variance and kurtosis 4, yet

$$\frac{h(5)}{g(5)}=1+\frac{625-150+3}{24}=1+\frac{478}{24}\approx20.9 .$$

The factor of 120 thus belongs to the symmetric Pearson profile, not to kurtosis 4 in general.

The density $h$ is also related to the limit of small excess kurtosis. Let $\epsilon=\beta-3$ and expand the logarithm of (2) at fixed $z$:

$$\ln f=\text{constant}-\frac{m}{A^2}z^2+\frac{m}{2A^4}z^4-\cdots .$$

From (2), $m/A^2=1/2+\epsilon/4+O(\epsilon^2)$ and $m/(2A^4)=\epsilon/24+O(\epsilon^2)$, while the $z^6$ term is of order $\epsilon^2$. Unit area fixes the constant, giving

$$f=g\left[1+\frac{\epsilon}{24}(z^4-6z^2+3)+O(\epsilon^2)\right].$$

Setting $\epsilon=1$ in the first-order result gives $h$. At $z=5$ the supposed correction is then about 20 times the leading term, so the expansion cannot be trusted there; it gives 20.9 where the full Pearson ratio is 120.6.

Within the symmetric Pearson family, the tail is sensitive to the kurtosis supplied. At $z=5$ the ratio is 11.2 for $\beta=3.2$, 46.7 for $\beta=3.5$ and 236 for $\beta=5$. Around $\beta=4$, an uncertainty of 0.3 in a fitted kurtosis lets the ratio range from about 76 to 161; closer to $\beta=3$ the relative effect is much larger.

### (e) Aluminium in silicon carbide

Since $50\ \mathrm{nm}=5\times10^{-6}$ cm, the concentration scale is

$$\frac Q\sigma=\frac{10^{14}\ \mathrm{cm^{-2}}}{5\times10^{-6}\ \mathrm{cm}}=2\times10^{19}\ \mathrm{cm^{-3}} .$$

The peaks are $7.98\times10^{18}\ \mathrm{cm^{-3}}$ (Gaussian) and $8.70\times10^{18}\ \mathrm{cm^{-3}}$ (Pearson). On the deep side, $z=5$ lies at $200+5\times50=450$ nm, where

$$N_G=(2\times10^{19})(1.487\times10^{-6})=2.97\times10^{13}\ \mathrm{cm^{-3}},$$

$$N_P=(2\times10^{19})(1.794\times10^{-4})=3.59\times10^{15}\ \mathrm{cm^{-3}} .$$

Both are below the donor concentration, so the net doping at this depth remains n-type. With full activation, however, the Pearson tail compensates about 36% of the donors there and the Gaussian tail about 0.3%.

**Junctions.** The metallurgical junction, where the net doping changes sign, lies where the active aluminium concentration equals the donor concentration $N_D$. The depletion region extends well beyond it into the lightly doped side. Take full activation at first. With $N_0$ the peak of the profile concerned, inversion of the two profiles gives the distances from the mean, in straggles, at which this happens:

$$z_G=\sqrt{2\ln(N_0/N_D)},\qquad z_P=\sqrt{8\left[(N_0/N_D)^{2/11}-1\right]} .$$

These are 3.66 and 4.40, corresponding on the deep side to depths of 382.8 nm and 420.2 nm. On the shallow side the surface lies at $z=-200/50=-4$. The Gaussian therefore has a second junction at $z=-3.66$, a depth of 17.2 nm, with a thin layer of net donor doping above it. That layer is thinner than the Debye length, about 37 nm at room temperature for this donor concentration, so it would not behave as a separate neutral n-type region. The Pearson profile would cross only at $z=-4.40$, outside the solid, so it stays p-type up to the surface. On the deep side, a factor of 120 in the far tail has become a junction difference of 37 nm, because the junction lies nearer the mean and depth varies slowly with concentration.

If only half the aluminium is active, the deep junctions move towards the surface by 9.7 nm and 19.3 nm respectively. To leading order the shift is $\sigma\ln2$ divided by the local logarithmic slope, so the flatter Pearson tail gives the larger shift.

**Surface loss.** The surface is at $z=-4$. The part of each ideal profile lying outside the solid is $3.2\times10^{-5}$ of the dose for the Gaussian and $6.0\times10^{-4}$ for the Pearson profile. Removing that small Pearson fraction lowers the straggle to 49.7 nm and the kurtosis to 3.78: the fourth moment depends strongly on a few distant ions. If a Gaussian is matched again to the retained dose, mean and straggle, the ratio at 450 nm becomes 138 instead of 121. The narrower Gaussian falls faster, which outweighs the 0.14 nm shift of its mean towards greater depth.

**Skewness.** Let $\gamma=\int z^3f\,dz$, positive when the longer tail points into the solid. Multiplying the full Pearson equation by $1,z,z^2,z^3$ and integrating by parts gives, in turn,

$$a=b_1,\quad b_0=-1-3b_2,\quad b_1=-\frac{\gamma(1+4b_2)}2,\quad 3b_0+3b_1\gamma+5b_2\beta=-\beta .$$

Substituting the second and third relations into the fourth,

$$b_2=-\frac{2\beta-6-3\gamma^2}{10\beta-18-12\gamma^2}.$$

Numerical integration of $f'/f$ at fixed $\beta=4$ then gives a ratio to the same symmetric Gaussian, at $z=5$, of 227 for $\gamma=+0.3$ and 27.7 for $\gamma=-0.3$. A skewness of $\pm0.3$ therefore changes the result by a factor of about 2 upwards or 4 downwards. On the negative side the fall steepens quickly: at the same kurtosis the ratio is about 9.8 for $\gamma=-0.4$, 1.5 for $\gamma=-0.5$ and 0.02 for $\gamma=-0.6$.

**Channelling.** Suppose a fraction $\phi$ of the ions forms an exponential tail beginning at $R_p$, with an assumed decay length $L=100$ nm:

$$N_{ch}=\frac{\phi Q}{L}e^{-(x-R_p)/L}.$$

It equals the Pearson concentration at 450 nm when

$$\phi=\frac{N_PL}{Q}e^{250/100}\approx4.4\times10^{-3}.$$

Only 0.44% of the dose is needed. If such a tail were added to both profiles, the ratio of total concentrations at 450 nm would drop to about 2. The totals no longer have the original moments: the tail makes both profiles slightly skewed and raises their kurtosis from 3 to about 4.4 (Gaussian) and from 4 to about 5.3 (Pearson). A small channelled fraction can thus itself be the source of a large measured kurtosis.

**Diffusion.** Aluminium diffuses very little in silicon carbide during ordinary activation annealing, so this estimate illustrates the sensitivity rather than a typical process. Let annealing broaden both profiles by a Gaussian kernel of standard deviation 10 nm, an assumed value, with the surface ignored. In units of $\sigma$ the kernel width is $w=0.2$. The Gaussian stays Gaussian with variance $1+w^2=1.04$, so its concentration at the fixed depth of 450 nm is multiplied by

$$\frac{1}{\sqrt{1.04}}\exp\left[\frac{25}{2}\left(1-\frac1{1.04}\right)\right]\approx1.59 .$$

Numerical convolution multiplies the Pearson concentration by 1.06. The ratio falls to $120.6\times1.061/1.586\approx81$. The difference follows from the curvature: for small $w$ the gain is $1+\tfrac12w^2f''/f$ (at $w=0.2$ this leading term gives 1.48 for the Gaussian, short of the exact 1.59, and 1.06 for the Pearson profile), and at $z=5$ the quantity $f''/f$ is $z^2-1=24$ for the Gaussian but

$$\left(\frac{11z}{8+z^2}\right)^2+\frac{11(z^2-8)}{(8+z^2)^2}\approx2.9$$

for the Pearson profile.

**Relation to a real implant.** The depth and straggle are rough, round values for aluminium implanted into silicon carbide at a couple of hundred keV, and the donor concentration is that of a lightly doped layer. The example treats a single implant energy; a region built from several energies would need a sum of such profiles. The symmetric shape of kurtosis 4 is an assumption, not a property of this implant: without channelling the profile is skewed towards the surface, and a rough binary-collision estimate for an amorphous target at 200 keV gives a skewness near $-0.5$ and a kurtosis only somewhat above 3. Channelling and skewness are the effects that change the comparison most: under the tail assumed above, less than half a percent of the dose reduces the factor from 120 to about 2, and a skewness of $-0.5$ at kurtosis 4 reduces it to about 1.5. The factor should accordingly be read as a difference between two fitting functions with common low moments, not as a prediction of a measured tail. A junction depth or leakage-sensitive doping level that depends on concentrations this far from the mean needs a measured profile, or a simulation that includes the crystal structure, rather than an extrapolation from four moments. The numerical output lists the main values used here.

## Table of computed values

```
Pearson VII a^2 from moments: 8.00000
Pearson VII exponent m from moments: 5.50000
Pearson density at z=0: 0.43504
Gaussian density at z=0: 0.39894
Pearson density at z=5: 1.7935e-04
Gaussian density at z=5: 1.4867e-06
Ratio prefactor = ratio at z=0: 1.0905
Factor exp(25/2): 2.68337e+05
Factor (8/33)^(11/2): 4.1226e-04
Ratio at z=5, closed form: 120.63
Ratio at z=5, moments and quadrature: 120.63
Minimum of ratio at |z|: 1.7321
Minimum ratio: 0.8480
Profiles cross at |z|: 0.7223, 2.4326
Ratio at z=3: 1.554
Ratio at z=4: 7.723
Ratio at z=6: 6066
Pearson dose fraction beyond z=5: 1.154e-04
Gaussian dose fraction beyond z=5: 2.867e-07
Ratio of doses beyond z=5: 402.6
Quartic density, kurtosis 4, ratio at z=5: 20.92
Pearson ratio at z=5, kurtosis 3.2: 11.2
Pearson ratio at z=5, kurtosis 3.5: 46.7
Pearson ratio at z=5, kurtosis 5.0: 236.4
Dose: 1.0e+14 cm^-2
Mean depth: 200 nm; straggle: 50 nm
Donor background: 1.0e+16 cm^-3
Dose/straggle: 2.00e+19 cm^-3
Peak, Gaussian: 7.979e+18 cm^-3
Peak, Pearson: 8.701e+18 cm^-3
Depth at z=5: 450 nm
Concentration there, Gaussian: 2.973e+13 cm^-3
Concentration there, Pearson: 3.587e+15 cm^-3
Dose beyond, Gaussian: 2.867e+07 cm^-2
Dose beyond, Pearson: 1.154e+10 cm^-2
Junction depth, Gaussian: 382.8 nm
Junction depth, Pearson: 420.2 nm
Junction difference: 37.4 nm
Half activation, Gaussian junction shift: -9.7 nm
Half activation, Pearson junction shift: -19.3 nm
Fraction beyond surface, Gaussian: 3.17e-05
Fraction beyond surface, Pearson: 5.97e-04
Retained Pearson mean shift: 0.138 nm
Retained Pearson straggle: 49.69 nm
Retained Pearson kurtosis: 3.778
Ratio at 450 nm, rematched: 138.4
Ratio at z=5, kurtosis 4, skewness -0.3: 27.7
Ratio at z=5, kurtosis 4, skewness +0.3: 227.2
Assumed channelling decay length: 100 nm
Channelled fraction equal to Pearson: 4.37e-03
Assumed diffusive broadening (sd): 10 nm
Gaussian gain at 450 nm by diffusion: 1.586
Pearson gain at 450 nm by diffusion: 1.061
Ratio there after diffusion: 80.7
```
